# The Time-Step Limit of Leapfrog for Cold Electron Plasma Oscillations

A one-dimensional particle simulation of a cold plasma is started with its electrons at rest and slightly displaced in a wave pattern. The electron plasma angular frequency is $\omega_p$, the time step is $\Delta t$, and their product is $\Omega=\omega_p\Delta t$. With $\Omega=1.99$ the displacement after 20 steps is $-0.65$ times its initial value. With $\Omega=2.05$, a step only 3% longer, it is 3762 times its initial value, and each further step reverses its sign and multiplies its size by 1.56. Nothing in the physics has changed between the two runs, so the growth must come from the way time is advanced.

## The motion to be integrated

Take electrons of density $n$, charge $-e$ and mass $m$, at rest among ions of equal charge density that do not move. There is no magnetic field, there are no collisions, and everything varies along $x$ only. Displace the electrons near a plane by a small distance $\xi$ towards positive $x$. A charge $-en\xi$ per unit area then crosses the plane, and the region to its left, which was neutral, is left with $+en\xi$. If the field vanishes far to the left, Gauss's law gives at the plane

$$E=\frac{en\xi}{\varepsilon_0}.$$

The force on an electron is $-eE$, so

$$m\ddot\xi=-\frac{ne^2}{\varepsilon_0}\,\xi,\qquad \ddot\xi=-\omega_p^2\xi,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}.$$

The wavelength does not appear: a cold plasma oscillates at one frequency on every scale.

The example has rough typical values for a low-pressure argon etching discharge: $n=10^{11}\ \mathrm{cm^{-3}}=10^{17}\ \mathrm{m^{-3}}$, an electron temperature of 3 eV, and gas at 10 mTorr and 300 K. Then

$$\omega_p=\sqrt{\frac{10^{17}\,(1.602\times10^{-19})^2}{(8.854\times10^{-12})(9.109\times10^{-31})}}\ \mathrm{s^{-1}}=1.784\times10^{10}\ \mathrm{rad/s}.$$

## The naive scheme and its fault

The simplest explicit scheme advances position and velocity together, both from old values:

$$\xi_{n+1}=\xi_n+\Delta t\,v_n,\qquad v_{n+1}=v_n-\omega_p^2\Delta t\,\xi_n.$$

(As a subscript, $n$ counts steps.) To see what it does to the oscillation, form $\omega_p^2\xi^2+v^2$, which the true motion conserves:

$$\omega_p^2\xi_{n+1}^2+v_{n+1}^2=\omega_p^2\left(\xi_n^2+2\Delta t\,\xi_nv_n+\Delta t^2v_n^2\right)+v_n^2-2\omega_p^2\Delta t\,\xi_nv_n+\omega_p^4\Delta t^2\xi_n^2.$$

The cross terms cancel, and what remains is

$$\omega_p^2\xi_{n+1}^2+v_{n+1}^2=(1+\Omega^2)\left(\omega_p^2\xi_n^2+v_n^2\right).$$

The amplitude grows by $\sqrt{1+\Omega^2}$ per step, for any step size. At $\Omega=0.2$ one plasma period takes $2\pi/0.2=31.4$ steps, so the amplitude is multiplied by $1.04^{15.7}\approx1.85$ in each period. A shorter step slows the growth without removing it.

The fault is one of timing. Each update uses a slope taken at the beginning of the interval it covers. The cure is to use the slope at the middle, which is possible without solving any equation if velocities are stored half a step away from positions:

$$v_{n+1/2}=v_{n-1/2}-\omega_p^2\Delta t\,\xi_n,\qquad \xi_{n+1}=\xi_n+\Delta t\,v_{n+1/2}.$$

This is leapfrog. It still needs one force evaluation per step.

## Where leapfrog stops working

Eliminate the velocity. Subtracting $\xi_n-\xi_{n-1}=\Delta t\,v_{n-1/2}$ from $\xi_{n+1}-\xi_n=\Delta t\,v_{n+1/2}$ gives

$$\xi_{n+1}-2\xi_n+\xi_{n-1}=\Delta t\,(v_{n+1/2}-v_{n-1/2})=-\Omega^2\xi_n.$$

Try $\xi_n\propto z^n$ and divide by $z^{n-1}$:

$$z^2-(2-\Omega^2)z+1=0.$$

The product of the two roots is 1, and the discriminant is $(2-\Omega^2)^2-4=\Omega^2(\Omega^2-4)$. Its sign separates three cases.

**Below two.** For $0<\Omega<2$ the discriminant is negative. The roots are complex conjugates with product 1, so both have modulus 1. Write them as $e^{\pm i\theta}$. Their sum gives $2\cos\theta=2-\Omega^2$, and since $1-\cos\theta=2\sin^2(\theta/2)$,

$$\sin\frac{\theta}{2}=\frac{\Omega}{2}.$$

Every solution is a combination of $\cos n\theta$ and $\sin n\theta$ and stays bounded.

**Above two.** For $\Omega>2$ the roots are real and different. Their sum is negative and their product is 1, so both are negative and one lies outside the unit circle. Write them as $-e^{\pm\gamma}$ with $\gamma>0$. The sum gives $2\cosh\gamma=\Omega^2-2$, and since $1+\cosh\gamma=2\cosh^2(\gamma/2)$,

$$\cosh\frac{\gamma}{2}=\frac{\Omega}{2}.$$

The displacement changes sign at each step and grows by $e^\gamma$. For $\Omega=2.05$,

$$e^{\gamma/2}=1.025+\sqrt{1.025^2-1}=1.25,\qquad e^\gamma=1.5625,$$

which is the factor quoted at the beginning.

A start from rest at step zero means that the mean of $v_{-1/2}$ and $v_{1/2}$ vanishes. Because their difference is $-\omega_p^2\Delta t\,\xi_0$, this requires $v_{1/2}=-\tfrac12\omega_p^2\Delta t\,\xi_0$, and hence $\xi_1=(1-\Omega^2/2)\xi_0$. This equals $\xi_0\cos\theta$ below the limit and $-\xi_0\cosh\gamma$ above it. The solutions are therefore

$$\frac{\xi_n}{\xi_0}=\cos n\theta\quad(\Omega<2),\qquad \frac{\xi_n}{\xi_0}=(-1)^n\cosh n\gamma\quad(\Omega>2).$$

At $\Omega=2.05$ and $n=20$ the second is very nearly $\tfrac12(1.25)^{40}=3762$. Even at $\Omega=2.01$ the ratio after 20 steps is 27.

**At two.** The two roots merge at $z=-1$. Put $\xi_n=(-1)^n\eta_n$ in the recurrence, which now reads $\xi_{n+1}+2\xi_n+\xi_{n-1}=0$. It becomes

$$\eta_{n+1}-2\eta_n+\eta_{n-1}=0,$$

so $\eta_n$ is a straight line, $a+bn$. A start from rest has $\xi_1=-\xi_0$, hence $b=0$, and shows no growth. The start $v_{-1/2}=0$ gives $\xi_1=\xi_0-4\xi_0=-3\xi_0$, hence $\eta_n=(1+2n)\xi_0$. In a particle run with this start the displacement after 100 steps was 201 times the initial one. Two is therefore excluded: all starts remain bounded if and only if $\Omega<2$. For the example this means

$$\Delta t<\frac{2}{1.784\times10^{10}\ \mathrm{s^{-1}}}=112\ \mathrm{ps}.$$

## What is lost at the limit

The naive scheme failed by enlarging a quantity that should be constant. Leapfrog has a constant of its own,

$$I_n=v_{n-1/2}\,v_{n+1/2}+\omega_p^2\xi_n^2.$$

Its change over one step is

$$I_{n+1}-I_n=v_{n+1/2}\,(v_{n+3/2}-v_{n-1/2})+\omega_p^2(\xi_{n+1}-\xi_n)(\xi_{n+1}+\xi_n).$$

Two successive velocity updates give $v_{n+3/2}-v_{n-1/2}=-\omega_p^2\Delta t(\xi_{n+1}+\xi_n)$, and the position update gives $\xi_{n+1}-\xi_n=\Delta t\,v_{n+1/2}$. The two terms cancel, for any $\Omega$.

Now let $u_n$ be the mean of the two velocities, so that $v_{n\mp1/2}=u_n\pm\tfrac12\omega_p^2\Delta t\,\xi_n$. Their product is $u_n^2-\tfrac14\omega_p^4\Delta t^2\xi_n^2$, and

$$I_n=u_n^2+\omega_p^2\left(1-\frac{\Omega^2}{4}\right)\xi_n^2.$$

For $\Omega<2$ this is a sum of positive terms, so a constant $I$ confines the motion to an ellipse. At $\Omega=2$ the displacement drops out and is no longer confined. Beyond it the ellipse becomes a hyperbola, along which $u$ and $\xi$ can grow together at constant $I$.

The ellipse also warns about steps just below the limit. With $v_{-1/2}=0$ we have $I=\omega_p^2\xi_0^2$, and since $u_n^2\ge0$,

$$|\xi_n|\le\frac{|\xi_0|}{\sqrt{1-\Omega^2/4}}.$$

At $\Omega=1.9$ the right side is $3.2026\,|\xi_0|$, and the largest displacement in a 400-step particle run came to 3.2025 times the initial one. An exact oscillation with zero velocity half a step before time zero has the form $\xi_0\cos(\omega_pt+\Omega/2)/\cos(\Omega/2)$, and would reach only $1/\cos 0.95=1.72$ times the initial displacement. The run is stable, yet its amplitude is far too large.

## Does the grid change the limit?

A particle code does not use $E=en\xi/\varepsilon_0$ directly. It assigns charge to grid nodes, solves for the field and interpolates back. Whether the limit survives depends on the interpolation.

Let the nodes be $\Delta x$ apart, with periodic ends. An electron at fraction $w$ of its cell gives the share $1-w$ of its charge to the left node and $w$ to the right node. A displacement $\xi$ within the cell changes $w$ by $\xi/\Delta x$. Cell $j$ holds electron charge $-en_j\Delta x$ per unit area, so a mean displacement $\bar\xi_j$ carries $-en_j\bar\xi_j$ from its left node to its right node. Node $j$, between cells $j-1$ and $j$, therefore acquires

$$\sigma_j=en_j\bar\xi_j-en_{j-1}\bar\xi_{j-1}.$$

Gauss's law on the grid, $E_{j+1/2}-E_{j-1/2}=\sigma_j/\varepsilon_0$, has the solution

$$E_{j+1/2}=\frac{e}{\varepsilon_0}\left(n_j\bar\xi_j-\langle n\bar\xi\rangle\right),$$

where the average over cells, $\langle n\bar\xi\rangle$, makes the total voltage across the period zero.

In the energy-conserving scheme, every electron in a cell feels this field. At uniform density a wave has zero average displacement, so $\ddot{\bar\xi}_j=-\omega_p^2\bar\xi_j$ for every wave the grid carries. The limit $\Omega<2$ is unchanged, as long as electrons stay in their cells. A displacement common to all cells produces no force; it is a free drift and not an oscillation. The runs quoted so far used this scheme, with 12 cells and 4 electrons per cell.

In the momentum-conserving scheme, the field is first averaged to the nodes, $E_j=\tfrac12(E_{j-1/2}+E_{j+1/2})$, and then interpolated linearly to the electrons. If they are evenly spaced, the mean of $w$ is $\tfrac12$ and the mean field in the cell is

$$\tfrac12(E_j+E_{j+1})=\tfrac14\left(E_{j-1/2}+2E_{j+1/2}+E_{j+3/2}\right).$$

The change of $w$ during the motion multiplies a field that is already of first order, so it is dropped. For a wave of wavenumber $k$ the neighbouring fields carry factors $e^{\mp ik\Delta x}$, and the sum multiplies the force by $\tfrac12(1+\cos k\Delta x)=\cos^2(k\Delta x/2)$. Thus

$$\omega_k=\omega_p\left|\cos\frac{k\Delta x}{2}\right|.$$

The longest wave on $N$ cells has $k\Delta x=2\pi/N$ and the highest frequency, so the limit is $\Omega<2/\cos(\pi/N)$. For 12 cells this is 2.071. Within 35 steps of a start from random cell displacements, the largest displacement rose to 2.4 times its initial value at $\Omega=2.05$ and to about 3750 times at $\Omega=2.09$. With many cells the limit returns to 2, so the smoothing offers no useful extra room.

## Which density belongs in the limit?

A discharge is dense in the middle and thin near its walls. Let $\omega_j$ be the plasma frequency for the density of cell $j$. In the energy-conserving scheme

$$\ddot{\bar\xi}_j=-\left(\omega_j^2\bar\xi_j-\langle\omega^2\bar\xi\rangle\right).$$

With $y_j=\omega_j\bar\xi_j$ and all densities positive, this becomes $\ddot y=-Ay$, where $A=W\Pi W$. Here $W$ is the diagonal matrix of the $\omega_j$ and $\Pi$ subtracts the average. Since $A$ is symmetric, its largest eigenvalue is the largest value of $y^{T}Ay$ for unit $y$. Subtracting an average cannot lengthen a vector, so

$$y^{T}Ay=|\Pi Wy|^2\le|Wy|^2\le\omega_{\max}^2.$$

For a lower bound, let $y$ differ from zero only in the two densest cells and choose it so that $\sum_j\omega_jy_j=0$. Then $\Pi$ changes nothing, and $y^{T}Ay=\sum_j\omega_j^2y_j^2$ is at least the second-highest $\omega_j^2$. The highest oscillation frequency therefore lies between the two highest local plasma frequencies, and equals the peak value if two cells share the peak density.

Using the peak density is thus sufficient, while using the mean can fail. In a profile over 12 cells with relative densities 1, 2, 4, 6, 8, 8, 8, 6, 4, 2, 1, 1, the mean is 0.53 of the peak. With $\Omega$ defined by the peak and random cell displacements at the start, the largest displacement in 19 steps reached 1.4 times its initial value at $\Omega=1.95$ and 1100 times at 2.05. The second run looks safe if judged by the mean density, for which $\Omega=2.05\sqrt{0.531}=1.49$.

This calculation starts from local neutrality and zero field. A real sheath has a strong steady field and few electrons. If the bulk remains the densest region, it is the bulk that sets the cold limit, though the sheath may impose other limits through fast particles.

## A working step

Stability does not imply accuracy. Leapfrog advances the phase by $\theta$ per step, so its frequency is

$$\frac{\theta}{\Delta t}=\frac{2}{\Delta t}\arcsin\frac{\Omega}{2}=\frac{2}{\Delta t}\left(\frac{\Omega}{2}+\frac{\Omega^3}{48}+\dots\right)=\omega_p\left(1+\frac{\Omega^2}{24}+\dots\right).$$

At $\Omega=0.2$ the frequency is 0.17% too high, a slip of one sixth of a cycle in 100 plasma periods. The step is $0.2/\omega_p=11.2$ ps. One period of a 13.56 MHz drive lasts 73.7 ns and takes about 6580 such steps.

## Warm electrons

The example has electrons at 3 eV. Their thermal speed $v_t=\sqrt{k_BT_e/m}$ gives a Debye length $\lambda_D=v_t/\omega_p=0.041$ mm. With cells of 0.02 mm, an electron at this speed crosses $\Omega\lambda_D/\Delta x$ cells per step: 0.41 at $\Omega=0.2$, but 4.1 at $\Omega=2$. The assumption that electrons stay in their cells fails in both cases, since even at the shorter step they leave within a few steps. At the longer one they skip whole cells between force evaluations.

Temperature also raises the wave frequency itself. For a velocity distribution $ng(v)$ and a wave proportional to $e^{i(kx-\omega t)}$, the linearised collisionless kinetic equation gives the perturbation $f_1=i(eE/m)\,ng'(v)/(\omega-kv)$. Putting this into Gauss's law, $ikE=-(e/\varepsilon_0)\int f_1\,dv$, yields

$$1+\frac{\omega_p^2}{k}\int\frac{g'(v)}{\omega-kv}\,dv=0,$$

with the integral continued analytically from growing waves to damped ones. Solved numerically for a Maxwellian and a wavelength of 1.28 mm ($k\lambda_D=0.20$), it gives a frequency of $1.064\,\omega_p$ and a damping rate of $5\times10^{-5}\omega_p$.

Particle runs show what happens with warm electrons. They used the energy-conserving scheme, 64 cells (one such wavelength), 200 electrons per cell and the same initial thermal velocities. After 20 plasma periods the kinetic energy, relative to its initial value, was:

| $\Omega$ | energy ratio |
|---|---|
| 0.2 | 1.00 |
| 1.0 | 1.04 |
| 1.9 | 12.6 |
| 2.1 | 158 |

The run at 1.9 satisfies the cold criterion and still ends with 12.6 times its initial kinetic energy. The large ratios depend on the random initial velocities: five other draws gave 17 to 26 at $\Omega=1.9$ and 48 to 128 at $\Omega=2.1$. The small rise at $\Omega=1.0$ depends on the particle number: it is about 1.18 with 50 electrons per cell and 1.01 with 800, whereas the ratio at $\Omega=1.9$ is still about 20 with 800.

It is tempting to blame the thermal rise in frequency of the longest wave, since inserting $1.064\,\omega_p$ in the cold criterion would lower the limit to $\Omega=1.88$. Further runs contradict this. At $\Omega=1.8$ the energy already rose to between 3.3 and 5.2 times its initial value in six draws. At $\Omega=1.9$ it changed by less than 1% when only the longest wave was kept in the field, but reached 6 to 10 times its initial value when only waves two to seven times shorter were kept. The heating therefore needs the shorter waves, for which the cold criterion is a poor guide. These waves have a linear instability of their own. Along an unperturbed orbit, leapfrog turns an acceleration applied $q$ steps earlier into a displacement $q\,\Delta t^2$ times as large. Averaging over Maxwellian velocities, without a grid, a density wave proportional to $z^ne^{ikx}$ obeys

$$1+\Omega^2\sum_{q\ge1}q\,z^{-q}e^{-q^2a^2/2}=0,\qquad a=kv_t\Delta t.$$

A root leaves the unit circle at $z=-1$ when $\Omega^2\sum_q(-1)^{q+1}q\,e^{-q^2a^2/2}=1$. As $a\to0$ the sum tends to $\tfrac14$, which is the cold limit. Its largest value lies near $a=1.14$ and lowers the limit to $\Omega\approx1.62$. In the present box the longest wave turns unstable near $\Omega=1.96$, and the waves two, three and four times shorter near 1.83, 1.65 and 1.69. Skipped cells are not its main cause: when the field was summed from the 24 longest waves directly at the electron positions, without any cells, the ratio at $\Omega=1.9$ was still 12 to 20 in three draws. For warm electrons, $\Omega<2$ is thus no guarantee of a usable run. Nor does the good result at 0.2 settle long runs, since 20 plasma periods are 7 ns, about a tenth of one drive period.

Collisions and ion motion change the oscillation little here. Taking a rough electron–argon cross section of $10^{-15}\ \mathrm{cm^2}$ and the mean thermal speed, the collision rate is $0.002\,\omega_p$. Argon ion motion raises the frequency by 7 parts per million. Real discharges differ more through their density: since the limiting step varies as $n^{-1/2}$, a plasma of $10^{12}\ \mathrm{cm^{-3}}$ would lower it from 112 to 35 ps. A simulation whose density rises during the run must be given a step that suits the final peak, not the initial value.
